# Cayley Rotations for Unit Spins: Exact Norm and Phase Error

## A moment at right angles to the field

Take a magnetic moment of fixed size in a constant field \(\mathbf B=B\hat{\mathbf z}\), with \(B>0\). Let the unit vector \(\mathbf m\) be its direction. Without damping,

\[
\frac{d\mathbf m}{dt}=-\gamma\,\mathbf m\times\mathbf B=\gamma\mathbf B\times\mathbf m,
\qquad \gamma=\frac{g\mu_B}{\hbar}>0 .
\]

Here \(g\) is the g factor and \(\mu_B\) the Bohr magneton. The electron spin points along \(-\mathbf m\). Because the equation is linear, the spin direction obeys the same equation, and the integration scheme below works for either vector. Statements about energy, anisotropy, damping and heat refer to the moment \(\mathbf m\).

Suppose first that \(\mathbf m\) lies in the \(xy\) plane, and write \(u=m_x+im_y\). Since \(\hat{\mathbf z}\times\mathbf m=(-m_y,m_x,0)\),

\[
\frac{du}{dt}=\omega(-m_y+im_x)=i\omega u,\qquad \omega=\gamma B .
\]

The solution \(u(t)=e^{i\omega t}u(0)\) runs counterclockwise round the unit circle. In a time step \(h\) it turns through \(\theta=\omega h\).

The naive scheme, explicit Euler, uses the velocity at the start of the step:

\[
u_1=(1+i\theta)u_0,\qquad |u_1|=\sqrt{1+\theta^2}\,|u_0| .
\]

It moves along the tangent, and a tangent leaves the circle outward. Every step therefore lengthens the moment.

The remedy is to let the velocity belong equally to both ends of the step. Replacing \(u\) on the right-hand side by \((u_0+u_1)/2\) gives

\[
u_1-u_0=\frac{i\theta}{2}(u_1+u_0)
\quad\Longrightarrow\quad
u_1=\frac{1+i\theta/2}{1-i\theta/2}\,u_0 .
\]

Numerator and denominator are complex conjugates, so their moduli are equal and \(|u_1|=|u_0|\). The numerator has argument \(\arctan(\theta/2)\) and the denominator the opposite one. The step therefore turns the moment through \(2\arctan(\theta/2)\), not through \(\theta\). The length is right and the angle is slightly wrong.

## Why rescaling Euler is not enough

Now let \(\mathbf m\) make an angle \(\psi\) with the field. The component along \(\mathbf B\) has length \(\cos\psi\), and Euler leaves it alone. The transverse component starts with length \(\sin\psi\) and grows by \(\sqrt{1+\theta^2}\) per step. After \(N\) steps,

\[
|\mathbf m_N|^2=\cos^2\psi+\sin^2\psi\,(1+\theta^2)^N .
\]

For fixed duration \(T=Nh\) and small \(\theta\), \((1+\theta^2)^{N/2}\approx e^{N\theta^2/2}=e^{\omega^2hT/2}\). A smaller step slows the growth but does not remove it.

Dividing by the length after each step restores \(|\mathbf m|=1\) but damages the direction. Euler is linear, so rescaling at every step gives the same final direction as rescaling once at the end. The component along the field becomes \(\cos\psi/|\mathbf m_N|\), although the true motion keeps it at \(\cos\psi\). For \(0<\psi<90^\circ\) the rescaled moment drifts away from the field, as if energy were being fed in. Its azimuth advances by \(\arctan\theta=\theta-\theta^3/3+\dots\) per step, which is also inaccurate. The step itself should be a rotation.

## The Cayley step in three dimensions

Let \(\boldsymbol\Omega\) be the rotation vector, equal to \(\gamma\mathbf B\) here. Averaging the endpoints gives

\[
\frac{\mathbf m_1-\mathbf m_0}{h}
=\boldsymbol\Omega\times\frac{\mathbf m_1+\mathbf m_0}{2}.
\]

Define \(\mathbf a=h\boldsymbol\Omega/2\), its length \(a=|\mathbf a|\), and the matrix \(A\) by \(A\mathbf v=\mathbf a\times\mathbf v\). Multiplying by \(h\) and collecting \(\mathbf m_1\) on the left,

\[
(I-A)\mathbf m_1=(I+A)\mathbf m_0 .
\]

This has a unique solution for every real \(\mathbf a\). If \((I-A)\mathbf v=0\), then \(\mathbf v=\mathbf a\times\mathbf v\). The dot product with \(\mathbf v\) gives \(|\mathbf v|^2=\mathbf v\cdot(\mathbf a\times\mathbf v)=0\), so \(\mathbf v=0\) and \(I-A\) is invertible.

**Norm conservation.** Write the step as \(\mathbf m_1-\mathbf m_0=\mathbf a\times(\mathbf m_1+\mathbf m_0)\) and take the dot product with \(\mathbf m_1+\mathbf m_0\). The right-hand side vanishes because a cross product is perpendicular to its factors. On the left the mixed terms cancel:

\[
(\mathbf m_1+\mathbf m_0)\cdot(\mathbf m_1-\mathbf m_0)
=|\mathbf m_1|^2-|\mathbf m_0|^2=0 .
\]

No small-step approximation has been made. The matrix \(R=(I-A)^{-1}(I+A)\) preserves every vector's length and is therefore orthogonal. Since \(A\) is antisymmetric, \(I+A=(I-A)^T\). The two determinants are equal, so \(\det R=1\) and \(R\) is a rotation without reflection.

The proof uses only that \(\mathbf a\) is real. The vector may change from step to step, differ between spins, or depend on the spins themselves. Any smooth motion of a unit vector can be put in this form. If \(d\mathbf m/dt=\mathbf f\) with \(\mathbf f\cdot\mathbf m=0\), then \(\boldsymbol\Omega=\mathbf m\times\mathbf f\) gives

\[
\boldsymbol\Omega\times\mathbf m=(\mathbf m\times\mathbf f)\times\mathbf m
=\mathbf f(\mathbf m\cdot\mathbf m)-\mathbf m(\mathbf m\cdot\mathbf f)=\mathbf f .
\]

The length is then safe wherever \(\boldsymbol\Omega\) is evaluated. The accuracy of the direction is not, and the phase law below is for constant \(\boldsymbol\Omega\). Even in a constant field the choice \(\mathbf m\times\mathbf f\) is not constant. Evaluated at the start of each step it gives only a first-order method and does not conserve the component along the field: in the cobalt example below, at \(h=1\) ps, that component falls from 0.5 to about 0.09, much as with rescaled Euler. For precession the rotation vector to use is \(\gamma\mathbf B\).

## An update without a linear solver

The double cross product is \(A^2\mathbf v=\mathbf a(\mathbf a\cdot\mathbf v)-a^2\mathbf v\). Applying \(A\) again removes the first term, because \(\mathbf a\times\mathbf a=0\), so \(A^3=-a^2A\). This suggests the inverse

\[
(I-A)^{-1}=I+\frac{A+A^2}{1+a^2}.
\]

Multiplication confirms it:

\[
(I-A)\left(I+\frac{A+A^2}{1+a^2}\right)
=I-A+\frac{A-A^3}{1+a^2}
=I-A+\frac{(1+a^2)A}{1+a^2}=I .
\]

Since \(I+A=2I-(I-A)\),

\[
R=2(I-A)^{-1}-I=I+\frac{2(A+A^2)}{1+a^2}.
\]

Acting on \(\mathbf m_0\) and inserting \(A^2\mathbf m_0\), the coefficient of \(\mathbf m_0\) is \(1-2a^2/(1+a^2)=(1-a^2)/(1+a^2)\). Hence

\[
\mathbf m_1=\frac{(1-a^2)\mathbf m_0+2\,\mathbf a\times\mathbf m_0
+2\,\mathbf a(\mathbf a\cdot\mathbf m_0)}{1+a^2}.
\]

The scheme came from an implicit equation, but for a known \(\mathbf a\) each spin needs only products, sums and one division.

## How far the phase is wrong

A vector parallel to \(\mathbf a\) has \(A\mathbf m_0=0\) and does not move, so the component along a constant field is conserved. For a vector perpendicular to \(\mathbf a\), the last term of the update vanishes. Comparing the rest with a rotation through \(\delta\) gives

\[
\cos\delta=\frac{1-a^2}{1+a^2},\qquad
\sin\delta=\frac{2a}{1+a^2}.
\]

Therefore \(\tan(\delta/2)=\sin\delta/(1+\cos\delta)=a\). With \(a=\theta/2\), \(\delta=2\arctan(\theta/2)\), as in the plane. Let \(E_N\) be the numerical phase minus the analytic phase, counted continuously through full turns. Phase has a meaning only if \(\mathbf m\) is not parallel to the field. Then

\[
E_N=N\left[2\arctan\frac{\theta}{2}-\theta\right].
\]

To see its sign and size, differentiate the bracket:

\[
\frac{d(\delta-\theta)}{d\theta}=\frac{1}{1+\theta^2/4}-1
=-\frac{\theta^2}{4+\theta^2}.
\]

The bracket is zero at \(\theta=0\), so

\[
\theta-\delta=\int_0^\theta\frac{u^2}{4+u^2}\,du .
\]

For \(q=u^2/4>0\), \(1-q<1/(1+q)<1\). Multiplying by \(q\) brackets the integrand between \(u^2/4-u^4/16\) and \(u^2/4\). Integration gives

\[
\frac{\theta^3}{12}-\frac{\theta^5}{80}<\theta-\delta<\frac{\theta^3}{12}.
\]

The numerical moment lags. At fixed \(T=Nh\) and small \(\theta\),

\[
E_N\approx-\frac{N\theta^3}{12}=-\frac{\omega^3h^2T}{12}.
\]

The error is second order in the step, but it grows linearly with the duration. Relative to the total phase \(\omega T\) its size is about \(\theta^2/12\).

The upper bound also gives a rule for choosing the step. In a constant field, \(|E_N|\le\varepsilon\) is guaranteed if

\[
h\le\sqrt{\frac{12\varepsilon}{\omega^3T}} .
\]

In the opposite limit, \(\theta\to\infty\), the step angle \(\delta\) approaches \(\pi\) while the true angle grows without bound. The norm remains perfect and the motion is useless, so a conserved length is no evidence of an accurate trajectory.

The distance between the numerical and true vectors needs similar care. Their components along the field agree, and their transverse components have length \(\sin\psi\) and differ in angle by \(E_N\). The chord between them is

\[
|\mathbf m_N-\mathbf m(T)|=2\sin\psi\left|\sin\frac{E_N}{2}\right| .
\]

This vanishes when the numerical moment has slipped by a whole turn. The continuously counted phase does not hide such a slip.

## Correcting the angle

The error comes from the length of \(\mathbf a\), not from its direction. A rotation through \(\theta\) requires \(\tan(\delta/2)=\tan(\theta/2)\), so one replaces

\[
|\mathbf a|=\frac{\theta}{2}\quad\text{by}\quad |\mathbf a|=\tan\frac{\theta}{2},
\qquad 0<\theta<\pi .
\]

In a constant field each step is then the analytic rotation, apart from rounding. The tangent diverges at a half turn, which no finite \(\mathbf a\) can produce. For \(\pi<\theta<2\pi\) the tangent is negative, and \(\mathbf a\) must be reversed, with length \(|\tan(\theta/2)|\). If the field varies within the step, this replacement does not remove the error of treating it as constant.

## A cobalt sphere in one tesla

Consider a uniformly magnetized cobalt sphere of diameter 10 nm that moves as a single moment. Its demagnetizing field is antiparallel to \(\mathbf m\) and exerts no torque. Take \(g=2.2\), \(B=1\) T, \(\psi=60^\circ\) and \(T=100\) ps. Then

\[
\omega=0.19347\ \mathrm{rad/ps},\qquad
\omega T=19.347\ \mathrm{rad},
\]

which is a precession frequency of 30.8 GHz and a period of 32.5 ps.

With \(h=1\) ps there are 100 steps of \(\theta=0.19347\) rad. Euler ends with

\[
|\mathbf m_{100}|=\sqrt{0.25+0.75\,(1+0.19347^2)^{100}}=5.46 .
\]

Rescaling would leave a field component of \(0.5/5.46=0.092\), a cone angle of about \(85^\circ\) instead of \(60^\circ\).

The Cayley step turns through \(2\arctan(0.096735)=0.19287\) rad. It loses 0.00060 rad per step, and the measured error after 100 steps is \(-0.0600\) rad, or \(-3.44^\circ\). That is 0.31% of the total phase. The vector error is \(2(0.866)\sin(0.0300)=0.0520\). The largest departure of the norm from one is \(3.1\times10^{-15}\), which is rounding. In a harder test, 200 spins received new random rotation vectors at each of 1000 steps, and the largest final departure was \(1.0\times10^{-14}\).

With field and duration held fixed, the step size changes the phase error as follows.

| \(h\) (ps) | measured \(E_N\) (rad) | \(-N\theta^3/12\) (rad) |
|---:|---:|---:|
| 10 | −3.971 | −6.035 |
| 2 | −0.2361 | −0.2414 |
| 1 | −0.0600 | −0.0603 |
| 0.5 | −0.01507 | −0.01509 |

Halving the step from 1 to 0.5 ps gives an observed order of 1.994. At 10 ps, \(\theta=1.93\) rad is no longer small. The leading law then overstates the size of the error by 52% of the measured value, while the moment has slipped by more than half a turn with its length intact.

For a phase limit of 0.001 rad the step rule gives \(h\le0.12873\) ps, or at least \(T/h=776.8\) steps. Rounding the number of steps up to 777 produces a measured error of \(-0.0009995\) rad, just inside the limit. The tangent correction at \(h=1\) ps leaves \(4\times10^{-16}\) rad in size. The numerical output lists these values.

## What the constant-field model leaves out

An accurate integrator does not make its equation complete. Three omitted effects can be sized for the sphere one at a time, each with the other two left out. Acting together, they do not simply add.

**Anisotropy.** With a uniaxial easy axis along the field, the energy density is \(-M_sBm_z-Km_z^2\), where \(M_s\) is the magnetization. The effective field is minus its derivative with respect to \(\mathbf m\), divided by \(M_s\), so \(B\) becomes \(B+(2K/M_s)m_z\). This field still points along \(z\), so \(m_z=\cos\psi\) is conserved. For \(K=0.10\) MJ/m³ and \(M_s=1.40\) MA/m, \(2K/M_s=0.143\) T, and the added phase is

\[
\gamma\frac{2K}{M_s}\cos\psi\,T
=0.19347\times0.1429\times0.5\times100=1.38\ \mathrm{rad}.
\]

This is 23 times the size of the integration error at 1 ps.

**Damping.** The Gilbert equation adds \(\alpha\,\mathbf m\times d\mathbf m/dt\) to the right-hand side. With azimuth \(\phi\), its polar and azimuthal components are

\[
\dot\psi=-\alpha\sin\psi\,\dot\phi,\qquad
\sin\psi\,\dot\phi=\omega\sin\psi+\alpha\dot\psi .
\]

Substituting the first into the second gives \(\dot\phi=\omega/(1+\alpha^2)\), and then \(\dot\psi=-\alpha\omega\sin\psi/(1+\alpha^2)\). Because \(d\ln\tan(\psi/2)/dt=\dot\psi/\sin\psi\),

\[
\tan\frac{\psi(t)}2=\tan\frac{\psi(0)}2\,
e^{-\alpha\omega t/(1+\alpha^2)} .
\]

For \(\alpha=0.01\) the cone closes from \(60^\circ\) to \(50.9^\circ\) in 100 ps. Without anisotropy the phase changes by only \(-0.0019\) rad, since that effect is of order \(\alpha^2\). With the anisotropy above, the closing cone also raises \(m_z\) and with it the precession frequency. That shift is of first order in \(\alpha\) and much larger here.

**Heat.** In equilibrium \(c=\cos\psi\) has weight \(e^{xc}\), with \(x=M_sVB/(k_BT_{\rm temp})\), \(V\) the sphere's volume and \(T_{\rm temp}\) the temperature. Integrating by parts, with \(1-c^2\) zero at both ends,

\[
\langle m_\perp^2\rangle=\langle1-c^2\rangle=\frac{2}{x}\langle c\rangle
=\frac2x\left(\coth x-\frac1x\right).
\]

The last step uses \(\langle c\rangle=d\ln Z/dx\) with \(Z=\int_{-1}^{1}e^{xc}dc=2\sinh x/x\). At 300 K, \(x=177\) and the root-mean-square transverse component is 0.106. This is a long-time value, not the thermal phase spread acquired in 100 ps.

The material values are rough typical ones for cobalt. Anisotropy depends strongly on crystal structure and surfaces, and in hexagonal cobalt it can be several times larger than assumed here; with the same geometry and the same \(Km_z^2\) form the added phase grows in proportion to \(K\), but hexagonal cobalt also has a \(\sin^4\psi\) term, omitted here, that adds appreciably at a \(60^\circ\) cone angle. The spherical shape matters too. In a thin film magnetized obliquely to its plane, the demagnetizing field does exert a torque. Its scale, \(\mu_0M_s\approx1.8\) T for this magnetization, exceeds the applied field, so the constant-field frequency cannot be carried over to a film. The 0.001 rad step rule controls the integration error of the stated model, not the error of a cobalt device prediction.

## Calculated quantities

```
g factor (rough): 2.2 (dimensionless)
Magnetic field: 1.0 T
Initial cone angle: 60.0 deg
Run duration: 100.0 ps
gamma: 0.193470 rad/(ps T)
Angular frequency: 0.193470 rad/ps
Precession frequency: 30.792 GHz
Precession period: 32.476 ps
Total analytic phase: 19.34702 rad
h = 10.0 ps: steps = 10, theta = 1.934702 rad
  measured phase error = -3.9709345 rad
  leading-law error = -6.0347739 rad
h = 2.0 ps: steps = 50, theta = 0.386940 rad
  measured phase error = -0.2361105 rad
  leading-law error = -0.2413910 rad
h = 1.0 ps: steps = 100, theta = 0.193470 rad
  measured phase error = -0.0600112 rad
  leading-law error = -0.0603477 rad
h = 0.5 ps: steps = 200, theta = 0.096735 rad
  measured phase error = -0.0150658 rad
  leading-law error = -0.0150869 rad
Main step Cayley angle: 0.1928701 rad
Main phase error: -3.4384 deg
Main vector error: 0.051963 (dimensionless)
Main largest norm drift: 3.11e-15 (dimensionless)
Observed order, 1.0 to 0.5 ps: 1.9940 (dimensionless)
Random test: 200 spins, 1000 steps (counts)
Random test norm drift: 9.99e-15 (dimensionless)
Euler final norm at main step: 5.46152 (dimensionless)
Chosen phase-error limit: 0.0010 rad
Largest step from bound: 0.12873 ps
Steps used for limit: 777 (count)
Measured error for limit: -0.0009995 rad
Exact-angle version error: -4.44e-16 rad
Magnetization (rough): 1.40 MA/m
Anisotropy density (rough): 0.10 MJ/m3
Anisotropy field 2K/Ms: 0.1429 T
Neglected anisotropy phase: 1.3819 rad
Gilbert damping (rough): 0.010 (dimensionless)
Cone angle after damping: 50.890 deg
Neglected damping phase: -0.001935 rad
Sphere diameter: 10.0 nm
Temperature: 300.0 K
Magnetic/thermal energy ratio x: 176.98 (dimensionless)
Thermal rms transverse m: 0.1060 (dimensionless)
```
